# Unwinding a ferroelectric smectic-C helix with an electric field

## Problem

In a chiral smectic-C liquid crystal the molecules tilt by a fixed angle from the layer normal $z$, and the direction of tilt turns slowly from layer to layer. The spontaneous polarization $P$ lies in the layers and turns with it. A field $E$ is applied in the plane of the layers. Let $\phi(z)$ be the angle between polarization and field, and take the free energy per volume

$$f=\frac K2(\phi'-q)^2-PE\cos\phi ,\qquad K,q,P,E>0 .$$

The constant $K$ includes the tilt factor. Without a field, $\phi'=q$, and the pitch is $p_0=2\pi/q$.

Show that, in a long sample whose turns can enter and leave, the unwound state $\phi=0$ replaces the helix as the state of lowest energy at

$$E_c=\frac{\pi^2Kq^2}{16P}.$$

## Hints

1. Subtract the energy of $\phi=0$. What does the term linear in $\phi'$ contribute to one full turn?
2. Near the threshold, expect long stretches with $\phi$ close to a multiple of $2\pi$, separated by narrow walls. Find the least energy of one wall by completing a square.
3. To prove that no other twisted state does better, use the same square for an arbitrary profile.

## Full solution

**Excess energy.** The unwound state has energy density $Kq^2/2-PE$. Expanding the square in $f$ and subtracting this value gives

$$f-f_0=\frac K2\phi'^2+PE(1-\cos\phi)-Kq\phi'.$$

For a sample of length $\ell$, the excess energy per area is therefore

$$F=\int_0^\ell\left[\frac K2\phi'^2+PE(1-\cos\phi)\right]dz-Kq[\phi(\ell)-\phi(0)].$$

The last term depends on the end angles alone. It exerts no torque in the bulk, but it rewards each full turn of the favoured sense by $2\pi Kq$. The two terms in the integral are the price of that turn.

**Price of one turn.** Since $1-\cos\phi=2\sin^2(\phi/2)$, the integrand can be written as

$$\frac K2\phi'^2+2PE\sin^2\frac\phi2
=\frac K2\left(|\phi'|-\frac2\xi\left|\sin\frac\phi2\right|\right)^2
+2\sqrt{KPE}\left|\sin\frac\phi2\right||\phi'|,$$

with $\xi=\sqrt{K/(PE)}$. The factors agree: the square contributes $(K/2)(4/\xi^2)\sin^2(\phi/2)=2PE\sin^2(\phi/2)$, and its cross term, $-(2K/\xi)|\sin(\phi/2)||\phi'|$, is cancelled by the last term because $K/\xi=\sqrt{KPE}$.

Dropping the square, which is not negative, gives for a turn from $0$ to $2\pi$

$$\text{price}\ \ge\ 2\sqrt{KPE}\int_0^{2\pi}\sin\frac\phi2\,d\phi=8\sqrt{KPE}.$$

Equality requires $\phi'=(2/\xi)\sin(\phi/2)$. Separating variables,

$$\int\frac{d\phi}{2\sin(\phi/2)}=\ln\tan\frac\phi4=\frac z\xi
\quad\Rightarrow\quad \phi=4\arctan e^{z/\xi}.$$

This is a wall whose width is set by $\xi$. Differentiating its first-order equation gives $\phi''=(1/\xi)\cos(\phi/2)\,\phi'=\sin\phi/\xi^2$, so it also satisfies the equilibrium equation $K\phi''=PE\sin\phi$.

**At and above the threshold.** Let the total twist be $2\pi N+r$, with $N\ge0$ an integer and $0\le r<2\pi$. The inequality applies to any profile, including one that turns back on itself, since turning back only adds to the integral of $|\sin(\phi/2)||\phi'|$. Each complete turn costs at least $8\sqrt{KPE}$, and the remainder costs at least zero. Hence

$$F\ge N\left(8\sqrt{KPE}-2\pi Kq\right)-2\pi Kq .$$

If the total twist is negative, $F\ge0$ directly. When the bracket is zero or positive, $F/\ell\ge-2\pi Kq/\ell$, which tends to zero in a long sample. No twisted state then has a lower energy per length than $\phi=0$.

**Below the threshold.** When the bracket is negative, a wall costs less than its reward. Cut off its tails where $\phi$ is within a small angle $\delta$ of $0$ or $2\pi$, and join them linearly to those values over a length $\xi$. Each join costs at most about $K\delta^2/\xi$, so for small enough $\delta$ this wall of finite width still lowers the energy. Placing such walls side by side gives a negative excess energy per length, and the unwound state is not the lowest.

The bracket changes sign when

$$8\sqrt{KPE_c}=2\pi Kq
\ \Rightarrow\ 64KPE_c=4\pi^2K^2q^2
\ \Rightarrow\ E_c=\frac{\pi^2Kq^2}{16P}.$$

**Why the distortion matters.** A rigid helix $\phi=qz$ has average energy zero, because the cosine averages out. Comparing it with $Kq^2/2-PE$ would put the crossing at $PE=0.5\,Kq^2$. The true value is $PE_c=0.617\,Kq^2$: by gathering its twist into walls, the helix survives to a higher field.

**What the threshold means.** The result compares energies. For a small deviation $\eta$ with fixed ends, the unwound state gains energy $\int(K\eta'^2+PE\eta^2)dz/2>0$ at every $E>0$, so it stays locally stable in the bulk below $E_c$. Conversely, if the ends are clamped and no defects pass through the layers, the number of turns cannot change, and the helix remains as a set of walls above $E_c$.

### A numerical case

Take rough values in the regime of the ferroelectric liquid crystal DOBAMBC, about 10 K below its transition to the untilted smectic-A phase: $K=1$ pN, $p_0=3$ µm, $P=4$ nC/cm² and tilt $25^\circ$, in a cell 100 µm thick. Then $q=2\pi/p_0=2.094$ rad/µm, and in SI units

$$E_c=\frac{\pi^2(10^{-12})(2.094\times10^6)^2}{16(4\times10^{-5})}
=6.8\times10^4\ \text{V/m}=0.68\ \text{kV/cm}.$$

This is 6.8 V across the cell. At threshold $\xi=4/(\pi q)=0.61$ µm, about a fifth of the pitch.

Three neglected effects add a term $a\sin^2\phi$ to the energy density. The director has a component $\sin\theta\sin\phi$ along the field, where $\theta$ is the tilt.

- A dielectric anisotropy $\Delta\varepsilon$ gives $a=-\varepsilon_0\Delta\varepsilon\sin^2\theta\,E^2/2$, if the electric field keeps its applied direction. Without screening by ions, the turning director also induces a field along $z$. This multiplies $a$ by $\varepsilon_\perp/(\varepsilon_\perp+\Delta\varepsilon\cos^2\theta)$, where $\varepsilon_\perp$ is the relative permittivity normal to the director. For $\varepsilon_\perp=5$ the factor is about 1.5, and the shift of 0.2% found below becomes 0.3%.
- Extra polarization induced along $P$, with susceptibility $\chi$, gives $-\varepsilon_0\chi E^2\cos^2\phi/2$, hence $a=\varepsilon_0\chi E^2/2$ apart from a constant.
- Two surfaces normal to the field that favour a director in their plane, each with an energy per area of $W$ times the squared director component along the field, give $a=2W\sin^2\theta/d$ when averaged over the thickness $d$.

The wall is then free when

$$\int_0^{2\pi}\sqrt{2K[PE(1-\cos\phi)+a\sin^2\phi]}\,d\phi=2\pi Kq .$$

Solving this by numerical quadrature and root finding, with rough inputs $\Delta\varepsilon=-2$, $\chi=1$ and $W=10^{-5}$ J/m², lowers $E_c$ by 0.2%, 0.5% and 0.9% respectively. The last figure is an upper estimate for this surface term, since a wall uniform across the cell is a trial state.

Two alignment layers of total thickness $t=40$ nm and relative permittivity $\varepsilon_l=3$ take up a voltage of about $Pt/(\varepsilon_0\varepsilon_l)=0.06$ V when the sample is unwound and no ions screen the charge. That is about 1% of the cell voltage. The threshold moves less: the charging energy of the layers, averaged over the thickness, adds $a=-P^2t/(2\varepsilon_0\varepsilon_l d)$ and raises the threshold voltage by about 0.3%. Temperature matters more. If $P\propto\theta$, $K\propto\theta^2$ and $\theta$ follows the mean-field square root of the distance to the transition, then at fixed pitch $E_c\propto\theta$. Warming from 10 K to 9 K below the transition lowers it by 5%. This figure is only indicative: a tilt that has begun to saturate gives less, about 3% if the square-root law holds only within about 1 K of the transition, and since $E_c\propto q^2$, a change of pitch by 2% alone moves $E_c$ by 4%.

These corrections are smaller than the uncertainty of the rough inputs, so the estimate is about 0.7 kV/cm. Real cells can break two assumptions more severely. In a cell 2 µm thick the averaged surface term is fifty times larger, about 1.8 J/m³ against $PE_c=2.7$ J/m³, and the bulk formula no longer applies. Turns may also be unable to enter freely, an effect sized in the second variation.

## Variation 1: how does the pitch grow below $E_c$?

Multiplying $K\phi''=PE\sin\phi$ by $\phi'$ and integrating gives

$$\phi'^2=\frac2{\xi^2}(c-\cos\phi),\qquad c>1 .$$

Define, over one turn, the period $L=\int_0^{2\pi}d\phi/\phi'$ and $J=\int_0^{2\pi}\phi'\,d\phi$. The first integral also says $-PE\cos\phi=K\phi'^2/2-PEc$, so the average energy density is

$$\bar f=\frac{Kq^2}2-PEc+\frac KL(J-2\pi q).$$

Differentiating $\phi'^2$ with respect to $c$ gives $\partial\phi'/\partial c=1/(\xi^2\phi')$, hence $dJ/dc=L/\xi^2$. Since $K/\xi^2=PE$, two terms cancel:

$$\frac{d\bar f}{dc}=-\frac K{L^2}\frac{dL}{dc}(J-2\pi q).$$

Here $dL/dc<0$ and $J$ grows with $c$, so the minimum lies at $J=2\pi q$. As $c\to1$, $J\to8/\xi$; a solution with $c>1$ therefore needs $8/\xi<2\pi q$, which is again $E<E_c$.

Set $k^2=2/(c+1)$, so that $c-\cos\phi=(2/k^2)[1-k^2\cos^2(\phi/2)]$. With the complete elliptic integrals

$$\mathsf K(k)=\int_0^{\pi/2}\frac{du}{\sqrt{1-k^2\sin^2u}},\qquad
\mathsf E(k)=\int_0^{\pi/2}\sqrt{1-k^2\sin^2u}\,du,$$

one finds $L=2\xi k\mathsf K$ and $J=8\mathsf E/(\xi k)$. The condition $J=2\pi q$ becomes $q\xi=4\mathsf E/(\pi k)$, and therefore

$$\frac E{E_c}=\left(\frac k{\mathsf E}\right)^2,\qquad
\frac L{p_0}=\frac{qL}{2\pi}=\frac{4\mathsf K\mathsf E}{\pi^2}.$$

As $k\to0$ both integrals tend to $\pi/2$ and $L\to p_0$. As $k\to1$, $\mathsf E\to1$ while $\mathsf K$ diverges logarithmically, because its integrand near $u=\pi/2$ behaves as $1/\sqrt{v^2+k'^2}$, with $v=\pi/2-u$ and $k'^2=1-k^2$. The pitch thus diverges at the threshold, but slowly. Solving for $k$ numerically gives $L/p_0=1.06$, $1.34$ and $1.83$ at $E/E_c=0.50$, $0.90$ and $0.99$. In the numerical case above, 0.6 kV/cm stretches the pitch from 3 µm to 3.9 µm.

At the minimum $\bar f-f_0=-PE(c-1)$, which goes to zero at $E_c$: the energies join continuously.

## Variation 2: when do turns re-enter through free ends?

Start from the unwound state and lower the field. At a free end, varying $\phi$ leaves the boundary term $K(\phi'-q)\delta\phi$, so equilibrium requires $\phi'=q$. Deep inside, $\phi\to0$ and $\phi'\to0$, which sets $c=1$ in the first integral. At the right-hand end, with end angle $\phi_e$, this gives

$$\frac2\xi\sin\frac{\phi_e}2=q .$$

A solution exists only if $q\xi/2\le1$, that is, if

$$E\ge E_s=\frac{Kq^2}{4P}=\frac4{\pi^2}E_c=0.405\,E_c .$$

To see what happens below $E_s$, fix $\phi_e$ between $0$ and $2\pi$ and let the interior relax. The excess energy of the end region is

$$g(\phi_e)=4\sqrt{KPE}\left(1-\cos\frac{\phi_e}2\right)-Kq\phi_e,\qquad
g'=2\sqrt{KPE}\sin\frac{\phi_e}2-Kq .$$

Between $E_s$ and $E_c$, $g$ has a minimum at the smaller root of $g'=0$ and a maximum at the larger one, which is the barrier to a new turn. The roots merge at $\phi_e=\pi$ when $E=E_s$. Below $E_s$, $g$ falls all the way, and a turn enters without a barrier.

A finite-difference relaxation shows the change. A sample of length $40/q$ starts at $\phi=0$ and follows overdamped motion down its energy at constant field. At $0.438\,E_c$ it settles with 0.82 of a turn in total, shared between the two ends. At $0.373\,E_c$ it holds 2.95 turns after a time of 400 in units of $\gamma/(Kq^2)$, where $\gamma$ is the rotational viscosity for changes of $\phi$, which, like $K$, includes the tilt factor. Turns are still entering at that time; the count settles at 4.73 after a time of about 1000.

For the numerical case $E_s=0.27$ kV/cm. With ideal free ends and no other route for turns to enter, the unwound state can therefore persist from 0.68 down to 0.27 kV/cm as the field falls. Defects or irregular surfaces that admit turns earlier would narrow this interval. The value of $E_s$ also assumes no flexoelectric polarization. A term $-e\phi'E\cos\phi$ in the energy density is a total derivative, so it leaves $E_c$ unchanged but alters the condition at a free end: $E_s/E_c$ becomes 0.37 or 0.45 for $eq=\pm0.2P$, and 0.33 or 0.56 for $eq=\pm0.5P$.

Numbers in the example were calculated in double precision.
